Why a lone pair and an empty orbital ease four-centre methane release

When trimethylaluminium vapour meets a hydroxylated alumina surface, a methyl group leaves as methane and aluminium becomes bound to surface oxygen:

surface–O–H + Al–CH₃ → surface–O–Al + CH₄

The O–H and Al–C bonds break while Al–O and C–H bonds form, with O, H, C and Al at the corners of a quadrilateral. Drawn this way, the step looks like the exchange of two two-electron bonds, all on matching faces (suprafacial), which orbital symmetry forbids in the ground state. Yet atomic layer deposition relies on it.

The drawing leaves out two orbitals. Oxygen has a lone pair, so it can bind aluminium with a different orbital from the one that held hydrogen. Aluminium has an empty orbital, so it can accept oxygen with a different orbital from the one that held carbon. Either one opens the closed ring of orbitals from which the prohibition comes.

The word "prohibition" also needs care. The real transition structure has at most a mirror plane through the four atoms, and all the σ orbitals are even in it, so no symmetry label keeps the levels apart. What survives from the ideal case is a phase conflict, which costs energy.

**Orbitals and electrons**

Take six orthonormal orbitals: O_h, pointing from O to H; one on H; one on C; Al_h, pointing from Al to C; the empty orbital Al_e; and the lone pair O_l. They hold six electrons. The model is a one-electron (Hückel) model, and electron repulsion is added later. Site energies are −d on oxygen, 0 on H and C, and +d on aluminium, with d > 0. The couplings are −a (O–H), −x (H–C), −c (C–Al) and −y (Al–O), with a, x, c, y ≥ 0; a negative coupling is bonding for lobes of equal sign.

Three cases are compared at the same couplings:

- Ring: Al–O uses O_h and Al_h, the lobes that held H and C. O_l and Al_e stand idle. This is a control, not a possible geometry.
- One side separated: O_l binds Al_h, or O_h binds Al_e.
- Both separated: O_l binds Al_e.

If the orbitals are p orbitals, the shared lobes lose their σ overlap when the angles H–O–Al and C–Al–O are 90°, because a p orbital has no σ overlap at right angles to its axis. With both sides separated, O_h and Al_h then stand parallel and still overlap sideways (π), which closes the ring weakly. The basic model leaves this out; its effect is estimated below.

With both sides separated, the bookkeeping is as follows. The old lone pair becomes the Al–O bond. The O–H pair stays on O_h as the new lone pair. The Al–C pair becomes the C–H bond, and Al_h is left empty. This is an assignment of start to finish; during the reaction the pairs mix.

The end points have the same energy in all cases. Before reaction x = y = 0, so the cases are identical. Afterwards a = c = 0, and it does not matter which of two equal oxygen orbitals binds which of two equal aluminium orbitals. The cases therefore differ in the path alone.

**Where the phase conflict comes from**

A level can pass through zero energy only if the determinant of the Hamiltonian vanishes there. Consider the four active orbitals of the ring. H and C have zero diagonal elements, so each must enter the determinant through a coupling. There are three kinds of term:

1. Exchange H with C, giving −x². O and Al then contribute (−d)(d) − y² = −(d² + y²). The product is x²(d² + y²).
2. Exchange O with H and C with Al, giving (−a²)(−c²) = a²c².
3. Go round the whole ring. A cyclic permutation of four objects is odd, the four negative couplings multiply to +acxy, and there are two directions. This gives −2acxy.

The sum is

D_ring = a²c² + x²(d² + y²) − 2acxy = (ac − xy)² + x²d².

The third term is the phase conflict: the breaking pair of bonds and the forming pair enter with opposite signs.

Now let O_l bind Al_h. The orbitals form the open chain O_h–H–C–Al_h–O_l, and no term can go round it. Exchanging H with C leaves O_h with −d and the pair Al_h, O_l with −(d² + y²). Exchanging O_h with H and C with Al_h leaves O_l with −d. Hence

−x²(−d)[−(d² + y²)] + a²c²(−d) = −d[a²c² + x²(d² + y²)].

The bracket is D_ring without −2acxy. Using the empty aluminium orbital alone gives the same bracket, with O and Al interchanged. With both sides separated, the system splits into the chain O_h–H–C–Al_h and the pair O_l–Al_e, with determinants

D_chain = a²c² + x²d² and −(d² + y²).

Again there is no loop term. One extra orbital is thus enough to remove the phase conflict.

**The ideal crossing, and what polarity does to it**

Set d = 0, a = c = s and x = y = f in the ring. With orbitals ordered O, H, C, Al, direct multiplication gives two inner levels:

(1, 1, −1, −1) has energy f − s,
(1, −1, −1, 1) has energy s − f.

For s > f the first is the highest occupied orbital. For s < f it is the second. The two are orthogonal, so the electrons cannot follow the lowest configuration continuously through s = f. This is the strict prohibition.

With both sides separated, the four-orbital chain O_h–H–C–Al_h has no such crossing. At d = 0 its positive levels E₁ and E₂ satisfy E₁² + E₂² = 2s² + x² and E₁E₂ = s². Therefore (E₁ + E₂)² = x² + 4s² and (E₁ − E₂)² = x². The gap, twice the smaller level, is √(x² + 4s²) − x, which stays open while s > 0.

For d > 0 even the ring has no crossing on a path where x and ac never vanish together, since D_ring = 0 would need both x = 0 and ac = xy. At s = x = y = f its gap is

√(d² + 4f² + 2fd) − √(d² + 4f² − 2fd) ≈ d for d ≪ f.

Polarity turns the crossing into an avoided one. The remaining question is how much energy the extra orbitals save.

**Energies along the path**

Keep a = c = s. For the four active ring orbitals the characteristic polynomial has no cubic term, because the site energies sum to zero. Its linear term is proportional to the sum of the three-orbital determinants, x²d − x²d − a²d + c²d, which vanishes for a = c. The polynomial is therefore

λ⁴ − Sλ² + D_ring, with S = d² + 2s² + x² + y².

Its roots are ±E₁ and ±E₂, with E₁² + E₂² = S and E₁E₂ = √D_ring, so E₁ + E₂ = √(S + 2√D_ring). The two negative levels hold two electrons each, and the idle lone pair adds −2d:

E_ring = −2d − 2√(d² + 2s² + x² + y² + 2√((s² − xy)² + x²d²)).

With both sides separated, the same argument applies to the chain with y removed. The O_l–Al_e pair has levels ±√(d² + y²). Thus

E_both = −2√(d² + y²) − 2√(d² + 2s² + x² + 2√(s⁴ + x²d²)).

E_both is never above E_ring at equal couplings. To show this, define Q = √(d² + y²) and

f(q) = √(q² + 2s² + x² + 2W), W = √(x²q² + s⁴).

Dropping the negative loop term from D_ring can only increase the root, so E_ring ≥ −2d − 2f(Q), while E_both = −2Q − 2f(d). Hence

E_ring − E_both ≥ 2[(Q − d) − (f(Q) − f(d))].

The right side is non-negative if f has slope at most one. Differentiation gives f′ = q(1 + x²/W)/f. Because x²q² ≤ W²,

q²(1 + x²/W)² = q² + 2x²q²/W + x⁴q²/W² ≤ q² + 2W + x² ≤ f².

So f′ ≤ 1, which completes the proof for this model with a = c.

The advantage fades for very polar bonds. When s, x and y share one value k and d ≫ k, both energies expand to −4d − 2k − 3k²/d, so their difference falls faster than 1/d. The bonds to oxygen and aluminium are then nearly ionic and the phase conflict matters little.

**How large is the effect?**

Take d = 4 eV and a full bond coupling b = 3 eV. These are round parameters meant for the regime of trimethylaluminium on hydroxylated alumina, not fitted values. Let t run from 0 to 1, with

s = b cos(πt/2), x = y = b sin(πt/2).

This keeps 2s² + x² + y² = 2b². If closed-shell repulsion is taken as proportional to the squared couplings, it stays constant and drops out.

The reactant energy is −2d − 2√(d² + 4b²) = −8 − 2√52 = −22.42 eV. The product energy is −2d − 2b − 2√(d² + b²) = −8 − 6 − 10 = −24 eV. The reaction releases 1.58 eV in every case.

At t = 0.5 each squared coupling is 4.5 eV². Then, in eV,

E_ring = −8 − 2√(34 + 2√72) = −22.28,
E_both = −2√20.5 − 2√(29.5 + 2√92.25) = −23.01.

Relative to reactants the ring is 0.14 eV higher and the separated case 0.59 eV lower. Diagonalizing the one-sided case gives 0.49 eV below reactants. Most of the gain thus comes with the first extra orbital, and the second adds about 0.10 eV.

A control isolates the phase. Reversing the sign of y in the ring changes −2acxy to +2acxy and leaves every coupling strength alone. The midpoint moves from 0.14 eV above reactants to 0.91 eV below. This inverted ring lies even below the separated case, so separation removes a penalty but does not give the lowest energy conceivable.

On a grid of 201 points, the ring has its highest rise, 0.43 eV, at t = 0.355. The one-sided case rises by 0.001 eV and the fully separated case not at all. At 500 K, kT = 0.0431 eV, and exp(0.427/0.0431) ≈ 2 × 10⁴. This is the weight of the barrier difference in the model, not a predicted ratio of measured rates.

The electrons follow the bookkeeping. With both sides separated, O_h goes from 1.55 to 1.84 to 2.00 electrons at t = 0, 0.5 and 1, while O_l goes from 2.00 to 1.88 to 1.80. Al_h empties from 0.45 to 0.16 to 0. At the midpoint the C–H bond order is 0.81, against 0.45 for O–H and 0.47 for Al–O. Here bond order is twice the sum, over filled orbitals, of the product of the two coefficients.

**What the simple model omits**

Each line gives the midpoint energy relative to its own reactants, first for the ring and then for both sides separated. One feature is changed at a time.

- Repulsion of 3 eV between two electrons in one orbital, written U(n↑ − ½)(n↓ − ½) and solved by full configuration interaction within the six orbitals: +0.62 and −0.63 eV.
- Overlap proportional to coupling, 0.25 for a full bond: −0.03 and −0.60 eV.
- Coupling of 1 eV between the two orbitals on O, and likewise on Al, as weak s–p mixing would give: +0.27 and −0.53 eV. Full sp³ hybrids on O would have a coupling several times larger, which raises both values further: with 4 eV on O and 1 eV on Al they become about +1.3 and +0.1 eV.
- Angles of 75° instead of 90° at O and Al, which leave some shared-lobe bonding: the separated case moves to −0.54 eV.
- Sideways coupling between O_h and Al_h at 90°, one quarter as strong as the Al–O σ coupling: the separated case moves to −0.50 eV.
- Unequal full couplings, 4 eV for O–H and 2 eV for Al–C: +0.13 and −0.54 eV.
- Couplings that change linearly in t, without balancing repulsion: +2.26 and +1.95 eV.

The order of the two cases survives each change. The absolute rise does not: the linear path moves it by more than 2 eV, so this model cannot supply a barrier height. Hydrogen tunnelling is a smaller matter at this temperature. For a rough barrier wavenumber of 1000 cm⁻¹, the Wigner factor 1 + (hν/kT)²/24 is 1.35. This is only the leading term: the parabolic-barrier factor (u/2)/sin(u/2), with u = hν/kT, is 1.45, and it rises to about 3 if the wavenumber is 1600 cm⁻¹.

**Beside the real surface**

On the real surface, trimethylaluminium usually first forms a Lewis adduct, with the oxygen lone pair donating into the empty aluminium orbital, and methane leaves from there. The model instead makes Al–O and C–H together. Its lack of a barrier should not be carried over: an adduct well, the strain of bringing H towards carbon and changing repulsion can all produce one. The path dependence above shows that such omissions can matter on the electronvolt scale. The model starts with 0.45 electron on the hydroxyl hydrogen, at the polar end of what population analyses give: for H₂AlOH at the Hartree–Fock level, natural populations give about 0.5 and other schemes give more, depending on the basis. What transfers is the comparison: separate orbitals avoid much of the penalty that shared lobes would pay.

**Consequences for practice**

When building a transition-structure guess, place aluminium on the lone-pair side of oxygen and point O–H towards the departing methyl carbon. Angles near 90° at O and Al favour separation if the orbitals are mainly p-like, but both cannot reach 90° while H bridges to carbon. For typical partly broken bonds, angles between 75° and 80° are a more realistic start; steric strain and s character may shift the best geometry. Then follow the path down both ways, since the barrier that the adsorbed species must cross is measured from the adduct.

When choosing a precursor, ask whether the metal's acceptor orbital is free at the process temperature. A strongly bound donor may occupy it. The model says that the oxygen lone pair alone would still remove the phase conflict, so slow reaction of such a precursor should not be blamed on orbital symmetry without further evidence. Crowding and the cost of losing the donor, both absent here, are the first things to calculate. The same applies to a hydroxyl whose lone pair is tied up by a neighbouring acid site: if the metal orbital is free, the ring can still open on the metal side, although coupling between the two aluminium orbitals would bring back part of the phase conflict.
